# Breit–Pauli Terms from the Coulomb, Gaunt and Gauge Interactions

## Two electrons in one orbital

Put two electrons of opposite spin into one real orbital $\phi$, with density $n=\phi^2$. In Hartree atomic units ($\hbar=m=e=1$, speed of light $c=137.036$) the small component of a slow Dirac electron is $\boldsymbol\sigma\cdot\mathbf p\,\phi/2c$. A real orbital carries no orbital current. What remains of the expectation value of $\boldsymbol\alpha$ is the spin current $\frac{1}{2c}\nabla n\times\boldsymbol\sigma$.

The Gaunt interaction $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$ therefore gives

$$E=-\frac1{4c^2}\iint\frac{\langle(\nabla n\times\boldsymbol\sigma_1)\cdot(\nabla' n'\times\boldsymbol\sigma_2)\rangle}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

In the singlet $\langle\sigma_{1i}\sigma_{2j}\rangle=-\delta_{ij}$. Expanding the product of cross products gives $(-3+1)\nabla n\cdot\nabla'n'$. Two integrations by parts, with $\nabla\cdot\nabla'|\mathbf r-\mathbf r'|^{-1}=4\pi\delta(\mathbf r-\mathbf r')$, then lead to

$$E=\frac{2\pi}{c^2}\int n^2\,d^3r .$$

This is a contact energy between two magnetic moments. The gauge interaction

$$-\tfrac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)r_{12}$$

contributes nothing here: after integration by parts it contains the divergence of the current, and a curl has none.

For helium take $\phi\propto e^{-\zeta r}$. The nonrelativistic energy $\zeta^2-4\zeta+\frac58\zeta$ is lowest at $\zeta=27/16$. Since $\int n^2d^3r=\zeta^3/8\pi=0.1912$ bohr$^{-3}$, the energy is $\zeta^3/4c^2=63.97$ microhartree.

For general states, write $\mathbf r=\mathbf r_1-\mathbf r_2$, $r=r_{12}$, $g=1/r$ and $\mathbf s=\boldsymbol\sigma/2$. The reduction is first order in the interaction, between positive-energy states whose momenta are small compared with $c$. One-body relativistic corrections are separate.

## First derivation: scattering amplitudes

Let electron 1 go from $\mathbf p_1$ to $\mathbf p_1'=\mathbf p_1+\mathbf q$, and electron 2 from $\mathbf p_2$ to $\mathbf p_2'=\mathbf p_2-\mathbf q$. The free positive-energy spinors, with $E_p=\sqrt{c^4+c^2p^2}$, are

$$U(\mathbf p)=\frac{1}{\sqrt{2E_p(E_p+c^2)}}\begin{pmatrix}E_p+c^2\\ c\,\boldsymbol\sigma\cdot\mathbf p\end{pmatrix}
\simeq\begin{pmatrix}1-p^2/8c^2\\ \boldsymbol\sigma\cdot\mathbf p/2c\end{pmatrix}.$$

Using $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)$, the charge vertex of electron 1 is

$$U'^\dagger U=1-\frac{p^2+p'^2-2\mathbf p'\cdot\mathbf p}{8c^2}+\frac{i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)}{4c^2}
=1-\frac{q^2}{8c^2}+\frac{i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)}{4c^2}.$$

The current vertex is $[\sigma_i\,\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p'\,\sigma_i]/2c$, so

$$\mathbf j_1=\frac{2\mathbf p_1+\mathbf q+i\boldsymbol\sigma_1\times\mathbf q}{2c},\qquad
\mathbf j_2=\frac{2\mathbf p_2-\mathbf q-i\boldsymbol\sigma_2\times\mathbf q}{2c}.$$

**Coulomb.** The product of charge vertices with $4\pi/q^2$ is

$$\frac{4\pi}{q^2}-\frac{\pi}{c^2}+\frac{4\pi i}{4c^2q^2}\big[\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p_1)-\boldsymbol\sigma_2\cdot(\mathbf q\times\mathbf p_2)\big].$$

A constant transforms to $\delta(\mathbf r)$, and $4\pi i\mathbf q/q^2$ to $\nabla g=-\mathbf r/r^3$. Hence

$$H_C=g-\frac{\pi}{c^2}\delta(\mathbf r)-\frac{1}{2c^2r^3}\big[\mathbf s_1\cdot(\mathbf r\times\mathbf p_1)-\mathbf s_2\cdot(\mathbf r\times\mathbf p_2)\big].$$

The last two terms are the two-electron Darwin and spin-same-orbit interactions.

**Gaunt.** The amplitude is $-(4\pi/q^2)\,\mathbf j_1\cdot\mathbf j_2$. Its terms with one spin are

$$-\frac{4\pi}{q^2}\frac{2i}{4c^2}\big[\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p_2)-\boldsymbol\sigma_2\cdot(\mathbf q\times\mathbf p_1)\big],$$

which transform to spin-other-orbit,

$$H_{SOO}=\frac1{c^2r^3}\big[\mathbf s_1\cdot(\mathbf r\times\mathbf p_2)-\mathbf s_2\cdot(\mathbf r\times\mathbf p_1)\big].$$

The term with two spins is $-(\pi/c^2)[\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-(\boldsymbol\sigma_1\cdot\mathbf q)(\boldsymbol\sigma_2\cdot\mathbf q)/q^2]$. Here $4\pi q_iq_j/q^2$ transforms to $-\partial_i\partial_jg$, and

$$\partial_i\partial_j g=\frac{3r_ir_j-r^2\delta_{ij}}{r^5}-\frac{4\pi}{3}\delta_{ij}\delta(\mathbf r).$$

The trace of the delta part reproduces $\nabla^2g=-4\pi\delta(\mathbf r)$. The contact coefficients $-4\pi$ and $+4\pi/3$ add to $-8\pi/3$:

$$H_{SS}=\frac1{c^2}\left[\frac{\mathbf s_1\cdot\mathbf s_2}{r^3}-\frac{3(\mathbf s_1\cdot\mathbf r)(\mathbf s_2\cdot\mathbf r)}{r^5}-\frac{8\pi}{3}\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r)\right].$$

A scalar part is left. Since $(2\mathbf p_1+\mathbf q)\cdot(2\mathbf p_2-\mathbf q)=2(\mathbf p_1'\cdot\mathbf p_2+\mathbf p_2'\cdot\mathbf p_1)-q^2$, and a final momentum stands to the left of $g$,

$$H_{G,0}=-\frac1{2c^2}(\mathbf p_1\cdot g\,\mathbf p_2+\mathbf p_2\cdot g\,\mathbf p_1)+\frac{\pi}{c^2}\delta(\mathbf r).$$

Gaunt thus already contains part of the orbit-orbit interaction, together with a spin-free contact term.

**Gauge.** From $\nabla^2r=2/r$, the transform of $r$ is $-8\pi/q^4$ for $\mathbf q\ne0$. The gauge amplitude becomes $+(4\pi/q^4)(\mathbf q\cdot\mathbf j_1)(\mathbf q\cdot\mathbf j_2)$. The spin currents drop out because $\mathbf q\cdot(\boldsymbol\sigma\times\mathbf q)=0$. The rest is $\mathbf q\cdot\mathbf j_1=(p_1'^2-p_1^2)/2c$ and $\mathbf q\cdot\mathbf j_2=-(p_2'^2-p_2^2)/2c$. Differences of squared momenta are matrix elements of commutators, so

$$H_{gauge}=\frac1{8c^2}[p_1^2,[p_2^2,r_{12}]].$$

For elastic scattering in the centre-of-mass frame each electron keeps its kinetic energy, and this amplitude vanishes. In a bound state the kinetic energies can change, so the term can contribute.

Adding the scalar amplitudes removes the components along $\mathbf q$:

$$-\frac{4\pi}{c^2q^2}\left[\mathbf p_1\cdot\mathbf p_2-\frac{(\mathbf p_1\cdot\mathbf q)(\mathbf p_2\cdot\mathbf q)}{q^2}\right].$$

In position space this is the orbit-orbit interaction

$$H_{OO}=-\frac1{c^2}p_{1i}G_{ij}p_{2j},\qquad G_{ij}=\frac12\left(\frac{\delta_{ij}}r+\frac{r_ir_j}{r^3}\right).$$

The gauge term completes orbit-orbit. Its factor $(2\mathbf p_1\cdot\mathbf q+q^2)(2\mathbf p_2\cdot\mathbf q-q^2)$ contains $-q^4$, which gives a constant $-\pi/c^2$ and cancels the $+\pi/c^2$ in $H_{G,0}$. How much of either operator appears as a contact term depends on the ordering of the momenta; in the $1s^2$ state above, $H_{G,0}$ and $H_{gauge}$ each have zero expectation value as a whole.

## Second derivation: bound spinors in position space

Now let each electron move in a potential $V$, with energy $\epsilon$ measured from $c^2$. The lower Dirac equation gives

$$\chi=\frac{c}{2c^2+\epsilon-V}\,\boldsymbol\sigma\cdot\mathbf p\,\varphi
=\frac{\boldsymbol\sigma\cdot\mathbf p}{2c}\varphi+O(c^{-3}).$$

The norm is $\langle\varphi|1+p^2/4c^2|\varphi\rangle$, so $\varphi=(1-p^2/8c^2)\psi$ with $\psi$ normalized. To this order, the map from $\psi$ to the four-spinor does not depend on $\epsilon$ or $V$.

Set $A=\boldsymbol\sigma\cdot\mathbf p$. A function $f(\mathbf r)$ that multiplies the unit Dirac matrix reduces to

$$f-\frac{A^2f+fA^2}{8c^2}+\frac{AfA}{4c^2}=f-\frac1{8c^2}[A,[A,f]].$$

Here $[A,f]=-i\boldsymbol\sigma\cdot\nabla f$. Because $\nabla f$ has no curl, $\mathbf p\times\nabla f=-\nabla f\times\mathbf p$, and

$$[A,[A,f]]=-\nabla^2f-2\boldsymbol\sigma\cdot(\nabla f\times\mathbf p).$$

Each electron therefore adds $\frac1{8c^2}\nabla^2g+\frac1{4c^2}\boldsymbol\sigma_i\cdot(\nabla_ig\times\mathbf p_i)$ to the Coulomb repulsion. With $\nabla^2g=-4\pi\delta(\mathbf r)$ the two Darwin pieces sum to $-\pi\delta(\mathbf r)/c^2$. With $\nabla_1g=-\nabla_2g=-\mathbf r/r^3$ the rest is the spin-same-orbit term in $H_C$.

For an operator $\alpha_if$ the leading reduction is

$$\frac{\sigma_ifA+A\sigma_if}{2c}=\frac1{2c}\big[\{p_i,f\}+(\boldsymbol\sigma\times\nabla f)_i\big].$$

The symmetric part of $\sigma_i\sigma_j$ gives the anticommutator; the antisymmetric part leaves the commutator $[p_j,f]$, hence the gradient. Applying this to both electrons of $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2g$ gives three kinds of term.

- One spin: $-\frac1{4c^2}\{p_{1i},(\boldsymbol\sigma_2\times\nabla_2g)_i\}$ and its partner with the labels exchanged. The vector $\boldsymbol\sigma_2\times\nabla_2g$ has no divergence, so the anticommutator is twice the ordinary product. It yields $-\mathbf s_2\cdot(\mathbf r\times\mathbf p_1)/c^2r^3$; with its partner, this is $H_{SOO}$.
- Two spins: $\frac1{4c^2}[\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\nabla^2-(\boldsymbol\sigma_1\cdot\nabla)(\boldsymbol\sigma_2\cdot\nabla)]g$, where $\nabla_2=-\nabla_1$ supplied the sign. The formula for $\partial_i\partial_jg$ turns it into $H_{SS}$.
- No spin: $-\frac1{4c^2}\{p_{1i},\{p_{2i},g\}\}$. The double anticommutator equals $2(\mathbf p_1\cdot g\,\mathbf p_2+\mathbf p_2\cdot g\,\mathbf p_1)+[p_{1i},[p_{2i},g]]$. The last commutator is $\nabla^2g=-4\pi\delta(\mathbf r)$, which gives $H_{G,0}$.

For $\boldsymbol\alpha\cdot\nabla F$ the spin part is $(\boldsymbol\sigma\times\nabla)\cdot\nabla F=0$. The rest is $\{p_i,\partial_iF\}/2c=i[p^2,F]/2c$. Used once for each electron, it gives $-\frac12(i/2c)^2[p_1^2,[p_2^2,r_{12}]]$, which is $H_{gauge}$.

Gaunt plus gauge is $-\alpha_{1i}\alpha_{2j}G_{ij}$, with scalar reduction $-\frac1{4c^2}\{p_{1i},\{p_{2j},G_{ij}\}\}$. Now

$$\partial_iG_{ij}=\frac12\left(-\frac{r_j}{r^3}+\frac{r_j}{r^3}\right)=0.$$

There is no delta function at the origin either, since the flux of $G_{ij}$ through a small sphere vanishes with its radius. The momenta can be moved through $G_{ij}$, four equal products appear, and $H_{OO}$ follows. With both momenta on the right it reads

$$H_{OO}=-\frac1{2c^2}\left[\frac{\mathbf p_1\cdot\mathbf p_2}{r}+\frac{\mathbf r\cdot(\mathbf r\cdot\mathbf p_1)\mathbf p_2}{r^3}\right].$$

## Reading the numbers

In the helium $1s^2$ state above, Darwin contributes $-\zeta^3/8c^2=-31.99$ microhartree. Spin-spin contributes $+63.97$, through its contact part with $\mathbf s_1\cdot\mathbf s_2=-3/4$. Orbit-orbit and both spin-orbit terms vanish. The sum is 31.99 microhartree, or 63.97 microrydberg. Electron correlation and orbital relaxation are left out, so these digits, like those for the excited state below, describe the model orbitals and not the helium atom.

The size of the next order can be seen by evaluating the Gaunt energy with Dirac hydrogenic spinors of charge $\zeta$, by numerical quadrature. The result differs from $\zeta^3/4c^2$ by a relative $4.5\times10^{-5}$.

The spin-orbit terms need a state with orbital angular momentum. The gauge term needs a current with nonzero divergence. The current of a single orbital has none when the orbital is real or an eigenstate of a local potential, so for such orbitals it must be a transition current between two different ones. It is already present in $1s2s\,{}^3S$, but there the current is radial and purely longitudinal, so the gauge term cancels $H_{G,0}$ and orbit-orbit vanishes. A $P$ state shows the spin-orbit and orbit-orbit terms together. Take helium $1s2p\,{}^3P_2$ as the determinant $|1s{\uparrow}\,2p_+{\uparrow}|$, with hydrogenic orbitals $a$ (charge 2) and $b$ (charge 1). Their radial functions $R_a,R_b$ have decay constants $\lambda=2$ and $\mu=1/2$. Let $P=rR_a$ and $Q=rR_b$. The integrals below were evaluated by Gauss–Legendre quadrature; a prime marks the second radius.

**Spin-orbit.** In the direct term the $2p$ electron, with $l_z=1$, moves in the field $-N(r)/r^2$, where $N$ is the $1s$ charge inside $r$. This gives $-D/4c^2$, with $D=\int Q^2N/r^3\,dr=0.03413$.

For exchange, the potential of the density $ab$ is $v=\frac{\sqrt{4\pi}}3u(r)Y_{11}$, with the dipole integral

$$u(r)=\int P(r')Q(r')\frac{r_<}{r_>^2}\,dr'.$$

With $\mathbf pa=i\lambda a\hat{\mathbf r}$ and $(\nabla v\times\hat{\mathbf r})_z=-iv/r$, one matrix element is $\lambda X/12c^2$, where $X=\int PQ\,u/r\,dr=0.01024$. There are two, and exchange carries a minus sign:

$$E_{SSO}=-\frac1{c^2}\left(\frac D4+\frac{\lambda X}{6}\right)=-0.636\ \text{microhartree}.$$

Both spins point up, so $H_{SOO}$ acts as twice $H_{SSO}$ and gives $-1.272$ microhartree.

**Orbit-orbit.** The $1s$ orbital has no orbital current, so only exchange contributes. The transition current is $\mathbf j_{ab}=(a\nabla b-b\nabla a)/2i$. With $b=kh(r)(x+iy)$, $k^2=3/8\pi$, $\hat e=(1,i,0)$ and $\kappa=\lambda-\mu$,

$$\mathbf j_{ab}=\frac{k}{2i}ah\left[\left(1+\frac{\kappa r}3\right)\hat e+\kappa r\,\mathbf T\right],\qquad T_j=\hat e_i\left(\hat r_i\hat r_j-\frac{\delta_{ij}}3\right).$$

The first part has angular order 0 and the second order 2. Their squared angular integrals are $8\pi$ and $16\pi/9$; the Coulomb multipoles multiply them by $4\pi$ and $4\pi/5$. With $ahr^2=PQ/(r\sqrt{4\pi})$,

$$E_{G,0}=\frac1{c^2}\left(\frac34I_0+\frac{\kappa^2}{30}I_2\right).$$

Here $I_0=\iint ss'/r_>=0.03864$ with $s=PQ(1+\kappa r/3)/r$, and $I_2=\iint PQ(PQ)'r_<^2/r_>^3=0.00819$. The result is $1.576$ microhartree.

For the gauge part, integration by parts gives $\frac1{2c^2}\iint(\nabla\cdot\mathbf j_{ab})(\nabla'\cdot\mathbf j_{ab}')^*r_{12}$. The hydrogenic Laplacians yield $\nabla\cdot\mathbf j_{ab}=ab\,d/2i$, with $d=\mu^2-\lambda^2+(2\lambda-4\mu)/r$. Writing $r_{12}=(r^2+r'^2-2\mathbf r\cdot\mathbf r')/r_{12}$ and collecting the first Legendre polynomial gives its dipole coefficient $r_<^3/5r_>^2-r_<$. Therefore

$$E_{gauge}=\frac{J}{24c^2},\qquad J=\iint PQd\,(PQd)'\left(\frac{r_<^3}{5r_>^2}-r_<\right)=-0.1860,$$

or $-0.413$ microhartree. Orbit-orbit totals $1.163$ microhartree, or $2.327$ microrydberg. The gauge part removes 26 percent of the scalar Gaunt part $E_{G,0}$. The whole Gaunt energy of this state, with spin-other-orbit and a spin-spin term of $0.182$ microhartree, is only $0.485$ microhartree, so against it the gauge term amounts to 85 percent. Its sign follows from the momentum form: Gaunt exchange weights $|\mathbf j_{ab}|^2$, and gauge subtracts the component along $\mathbf q$.

## What each derivation assumes

The amplitude derivation uses free-particle projectors and identifies an operator from its plane-wave matrix elements, including those that do not conserve energy. The position-space derivation uses spinors bound in $V$ and needs $|\epsilon-V|\ll2c^2$ where the orbitals have weight. Near a point nucleus this fails locally, and for heavy atoms the expansion is poor.

The potential couples free positive- and negative-energy states with matrix elements of order $[A,V]/2c$. Divided by the gap $2c^2$, this gives a mixing amplitude of order $c^{-3}$, which is the difference between the two projectors. The two-electron energy changes at first order in this amplitude, multiplied by the matrix element of the interaction that takes one electron to negative energy and leaves the other at positive energy. That element is of order $c^{-1}$: for Coulomb the switched electron supplies $[A,g]/2c$, and for Gaunt and gauge its $\boldsymbol\alpha$ is of order one while the current of the other electron is of order $c^{-1}$. The change is of order $c^{-4}$, so both routes agree through $c^{-2}$.

Both derivations need the no-pair restriction. Without it, $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2g$ connects two positive-energy electrons to two negative-energy ones with strength $-\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2g$, across a gap $4c^2$. Second order adds

$$\frac{(\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2)^2g^2}{4c^2},$$

which has the same order as the terms derived here. For a singlet at rest with constant $g=1$ and a model value $c=20$, this is $9/1600=5.625\times10^{-3}$ hartree; diagonalizing the 16-dimensional Dirac matrix gives $5.62498\times10^{-3}$. The reduced operators therefore represent the projected interaction, not the unprojected one.

Numerical values quoted here were computed with a short program.
